**Loop ripening at fixed trapped dose: growth law, size distribution and limits**

For a smooth-tail self-similar population, the program tests $\bar R^2=\bar R_0^2+At/2$, $\langle R^2\rangle=m_2\bar R^2$ and $D=D_0/(1+At/2\bar R_0^2)$. Here $R$ is loop radius, $D$ loop density, $A$ the ripening coefficient and $m_2=4-8e^2E_1(2)$. It asserts the distribution's moments by quadrature, the critical radius by root search, and the growth laws by following loop populations whose bath level comes from dose balance. A population with a power-law upper edge gives a different linear coefficient, as derived. Gaussian starts are 13% and 5% above the limiting coefficient at density drops of 10 to 20, and within 1% after a drop of $10^{20}$. Further assertions cover the cost of adding units to a loop, the diffusion resistance of a thin ring and the return of the linear law for very large loops. In the InSb example, the linear law gives a root-mean-square radius of 933 nm after 24 h, against 954 nm with the full exponential and the logarithmic line tension. The remaining output sizes neglected effects, including leakage through the layer's faces.

## Check in Python

```python
# Reaction-limited ripening of planar interstitial loops at fixed trapped dose.
# Result under test, for the smooth-tail self-similar population:
#   mean(R)^2 = R0^2 + A t/2,   mean(R^2) = m2 mean(R)^2,
#   density = density0/(1 + A t/(2 R0^2)),   m2 = 4 - 8 e^2 E1(2).
# R: loop radius; R0: initial mean radius; A = k Cf ell/na: ripening coefficient;
# k: attachment coefficient per rim length; Cf: concentration at a straight rim;
# ell = line tension/(na kT): capillary length; na: growth units per loop area.
# Internal units of the worked example: nm, s, eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import exp1
from scipy.stats import norm


def ripen(radii, coefficient, excess, step, stop_drop=None, stop_time=None):
    """Follow R^2 of each loop; the bath level follows from dose balance.
    excess(R) is (Ceq/Cf - 1)/ell. Rows: time, loop count, mean R^2, mean R."""
    area = np.array(radii, dtype=float)**2
    initial_count = len(area)
    time = 0.0
    history = []
    while True:
        radius = np.sqrt(area)
        mean_radius = radius.mean()
        history.append((time, len(area), area.mean(), mean_radius))
        if stop_drop is not None and initial_count/len(area) >= stop_drop:
            break
        if stop_time is not None and time >= stop_time*(1 - 1e-12):
            break
        dt = step*mean_radius**2/coefficient
        if stop_time is not None:
            dt = min(dt, stop_time - time)
        level = excess(radius)
        bath = np.sum(radius*level)/np.sum(radius)
        area = area + 2*coefficient*radius*(bath - level)*dt
        area = area[area > 0]
        time += dt
    return np.array(history), np.sqrt(area)


def linear_excess(radius):
    return 1/radius


def survival(u):
    gap = 2 - u
    return 4*np.exp(2 - 4/gap)/gap**2


def sample_quantiles(u_grid, log_survival, count):
    ranks = (np.arange(count) + 0.5)/count
    return np.interp(-np.log(ranks), -log_survival, u_grid)


# Moments of the derived size distribution, by quadrature.
def size_density(u):
    return 8*u*np.exp(2 - 4/(2 - u))/(2 - u)**4


moments = [quad(lambda u: u**p*size_density(u), 0, 2 - 1e-9,
                epsabs=1e-11, limit=200)[0] for p in range(3)]
m2 = 4 - 8*np.exp(2)*exp1(2)
assert abs(moments[0] - 1) < 1e-7
assert abs(moments[1] - 1) < 1e-7
assert abs(moments[2] - m2) < 1e-7

# Critical radius from zero net uptake of an arbitrary loop population.
trial = np.array([0.4, 0.7, 1.1, 1.9, 2.3])
critical = brentq(lambda r: np.sum(trial*(1/r - 1/trial)), 0.1, 10)
assert abs(critical/trial.mean() - 1) < 1e-10

# A population started in the derived shape must keep shape and obey the laws.
u_grid = 2*(1 - np.geomspace(1, 0.05, 20001))
u_grid[0] = 0.0
log_smooth = np.log(survival(u_grid))
start = sample_quantiles(u_grid, log_smooth, 40000)
run, final = ripen(start, 1.0, linear_excess, 1e-3, stop_drop=4)
inverse_density = run[0, 1]/run[:, 1]
law = 1 + run[:, 0]/(2*run[0, 3]**2)
density_error = np.max(np.abs(inverse_density/law - 1))
square_error = np.max(np.abs(run[:, 2]/(m2*run[0, 3]**2*law) - 1))
dose_error = np.max(np.abs(run[:, 1]*run[:, 2]/(run[0, 1]*run[0, 2]) - 1))
scaled = np.sort(final/final.mean())
rank_above = 1 - (np.arange(len(scaled)) + 0.5)/len(scaled)
shape_error = np.max(np.abs(rank_above - survival(np.minimum(scaled, 1.999))))
# Tolerances cover the first-order time step and finite population.
assert density_error < 0.01 and square_error < 0.01
assert dose_error < 0.005 and shape_error < 0.01

# A power-law upper edge gives another linear coefficient, 2*kappa.
kappa = 0.20
root = np.sqrt(1 - 4*kappa)
edge, other = (1 - root)/(2*kappa), (1 + root)/(2*kappa)
relative_gap = np.geomspace(1, 1e-9, 20001)
edge_grid = edge*(1 - relative_gap)
hazard = 2*edge_grid/(edge*relative_gap*(other - edge_grid))
log_edge = -cumulative_trapezoid(hazard, edge_grid, initial=0)
edge_start = sample_quantiles(edge_grid, log_edge, 40000)
edge_run, _ = ripen(edge_start, 1.0, linear_excess, 1e-3, stop_drop=3)
edge_slope = ((edge_run[-1, 3]**2 - edge_run[0, 3]**2)/edge_run[-1, 0])
edge_law = 1 + 2*kappa*edge_run[:, 0]/edge_run[0, 3]**2
assert np.max(np.abs(edge_run[0, 1]/edge_run[:, 1]/edge_law - 1)) < 0.015
assert abs(edge_slope/(2*kappa) - 1) < 0.02


# Gaussian starts approach the smooth-tail coefficient logarithmically slowly.
# Size classes equally spaced in log(rank) resolve enormous density drops.
def gaussian_slopes(spread):
    """d mean(R^2)/dt over A, for density drops 10-20 and 1e19-1e20."""
    log_rank = -np.linspace(0, 65, 8001)
    weight = np.exp(log_rank[:-1]) - np.exp(log_rank[1:])
    middle = (log_rank[:-1] + log_rank[1:])/2
    radius = np.maximum(1 + spread*norm.isf(np.exp(middle)), 0.01)
    area = radius**2
    time = 0.0
    marks = [10, 20, 1e19, 1e20]
    records = []
    while marks:
        remaining = weight.sum()
        if 1/remaining >= marks[0]:
            records.append((time, weight @ area/remaining))
            marks.pop(0)
            continue
        radius = np.sqrt(area)
        mean_radius = weight @ radius/remaining
        dt = 4e-3*mean_radius**2
        area = area + 2*(radius/mean_radius - 1)*dt
        alive = area > 0
        area, weight = area[alive], weight[alive]
        time += dt
    (t1, s1), (t2, s2), (t3, s3), (t4, s4) = records
    return (s2 - s1)/(t2 - t1), (s4 - s3)/(t4 - t3)


gauss_results = []
for spread in (0.25, 0.02):
    early, late = gaussian_slopes(spread)
    gauss_results.append((spread, early, late))
    assert abs(late/(m2/2) - 1) < 0.12
    assert abs(late/(m2/2) - 1) < abs(early/(m2/2) - 1)

# Worked example: rough round inputs in the regime of a thinned InSb layer.
temperature = 700.0
lattice = 0.648
c11, c12, c44 = 67.0, 37.0, 30.0
mean0 = 500.0
density0_cm = 5e6
thickness = 1e4
diffusivity_cm = 1e-7
free_cm = 1.5e15
attachment_ratio = 0.05
hours = 24.0
kT = const.k*temperature/const.e
gpa = 1e9*1e-27/const.e
bulk = (c11 + 2*c12)/3
shear = (c11 - c12 + 3*c44)/5
reuss = 5*(c11 - c12)*c44/(4*c44 + 3*(c11 - c12))


def poisson_ratio(g):
    return (3*bulk - 2*g)/(2*(3*bulk + g))


burgers = lattice/2*np.array([1.0, 1.0, 0.0])
normal = np.ones(3)/np.sqrt(3)
normal_part = burgers @ normal
shear_square = burgers @ burgers - normal_part**2
core = np.sqrt(burgers @ burgers)
pair_area_density = 4/(np.sqrt(3)*lattice**2)
assert abs(4/lattice**3*normal_part/pair_area_density - 1) < 1e-12


def energy_factor(g):
    nu = poisson_ratio(g)
    return g*gpa*(normal_part**2 + (1 - nu/2)*shear_square)/(2*(1 - nu))


def tension(radius, g=shear):
    return energy_factor(g)*np.log(8*radius/core)/(2*np.pi)


# Add pairs to a loop, with a trial fault energy, and compare the cost.
fault = 0.2


def loop_energy(number):
    radius = np.sqrt(number/(np.pi*pair_area_density))
    line = energy_factor(shear)*radius*(np.log(8*radius/core) - 1)
    return line + fault*np.pi*radius**2


number0 = np.pi*mean0**2*pair_area_density
# A wide centred difference avoids round-off in the large total energy.
cost = (loop_energy(number0 + 500) - loop_energy(number0 - 500))/1000
cost_formula = (tension(mean0)/mean0 + fault)/pair_area_density
assert abs(cost/cost_formula - 1) < 1e-6

ell = tension(mean0)/(pair_area_density*kT)
diffusivity = diffusivity_cm*1e14
free = free_cm*1e-21
attachment = attachment_ratio*diffusivity
A = attachment*free*ell/pair_area_density
ripening_time = 2*mean0**2/A
end = hours*3600
density0 = density0_cm*1e-14
dose = density0*np.pi*m2*mean0**2*pair_area_density


# Restore the exponential, then also the logarithm in the line tension.
# The radius floor only limits the final instant of a vanishing loop.
def exponential_excess(radius):
    bounded = np.maximum(radius, ell/3)
    return np.expm1(ell/bounded)/ell


def full_excess(radius):
    bounded = np.maximum(radius, ell/3)
    length = tension(bounded)/(pair_area_density*kT)
    return np.expm1(length/bounded)/ell


unit_start = sample_quantiles(u_grid, log_smooth, 10000)
exp_run, _ = ripen(mean0*unit_start, A, exponential_excess, 5e-4,
                   stop_time=end)
full_run, _ = ripen(mean0*unit_start, A, full_excess, 5e-4, stop_time=end)
for check in (exp_run, full_run):
    drift = check[-1, 1]*check[-1, 2]/(check[0, 1]*check[0, 2]) - 1
    assert abs(drift) < 0.02
linear_rise = m2*A*end/2
exp_ratio = (exp_run[-1, 2] - exp_run[0, 2])/linear_rise
full_ratio = (full_run[-1, 2] - full_run[0, 2])/linear_rise

# The full exponential must return the linear law when loops are very large.
large_mean = 100*ell
large_end = 4*large_mean**2/A
large_run, _ = ripen(large_mean*unit_start, A, exponential_excess, 1e-3,
                     stop_time=large_end)
large_ratio = ((large_run[-1, 2] - large_run[0, 2])
               / (m2*A*large_end/2))
assert abs(large_ratio - 1) < 0.04
assert abs(exp_ratio - 1) > abs(large_ratio - 1)


# Diffusion resistance of a thin ring, by integration over its line sources.
def ring_source(angle):
    return 2*mean0/np.sqrt(4*mean0**2*np.sin(angle/2)**2 + core**2)


split = 20*core/mean0
ring_integral = (quad(ring_source, 0, split, limit=200)[0]
                 + quad(ring_source, split, np.pi, limit=200)[0])
ring_resistance = ring_integral/(4*np.pi)
ring_formula = np.log(8*mean0/core)/(2*np.pi)
assert abs(ring_resistance/ring_formula - 1) < 1e-3

mean_end = np.sqrt(mean0**2 + A*end/2)
rms_end = np.sqrt(m2)*mean_end
diffusion_ratio = attachment_ratio*ring_formula
log_change = np.log(8*mean_end/core)/np.log(8*mean0/core) - 1
supersaturation = ell/mean0
free_fraction = free*supersaturation*thickness/dose
screening = np.sqrt(thickness/(attachment_ratio*density0*2*np.pi*mean0))
spacing = 1/np.sqrt(density0)
packing = density0*mean0**3/thickness
open_flux = 2*diffusivity*free*supersaturation/(thickness/2)
cap_velocity = 0.01*dose/(2*free*supersaturation*end)
elastic_change = tension(mean0, reuss)/tension(mean0) - 1
small = 20.0
small_ratio = tension(small)/(pair_area_density*kT*small)
self_diffusion = diffusivity_cm*free_cm/(4/lattice**3*1e21)

print(f"m2 = mean(R^2)/mean(R)^2: {m2:.5f}")
print(f"smooth-tail d mean(R^2)/dt over A: {m2/2:.5f}")
print(f"simulation: largest density-law error: {100*density_error:.2f} %")
print(f"simulation: largest squared-radius error: {100*square_error:.2f} %")
print(f"simulation: largest survival difference: {shape_error:.4f}")
print(f"power-edge test: kappa {kappa:.2f}, d mean(R)^2/dt / A {edge_slope:.4f}")
print("Gaussian starts: d mean(R^2)/dt / A at density drops 10-20, 1e19-1e20")
for spread, early, late in gauss_results:
    print(f"  relative spread {spread:.2f}: {early:.4f}, {late:.4f}")
print(f"temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"lattice constant: {lattice:.3f} nm")
print(f"elastic constants C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"shear modulus: {shear:.1f} GPa; Poisson ratio: {poisson_ratio(shear):.3f}")
print(f"Burgers vector and core radius: {core:.4f} nm")
print(f"pairs per loop area: {pair_area_density:.3f} nm^-2")
print(f"line tension at initial mean radius: {tension(mean0):.2f} eV/nm")
print(f"capillary length: {ell:.2f} nm")
print(f"initial mean radius: {mean0:.0f} nm")
print(f"initial loop density: {density0_cm:.2e} cm^-2")
print(f"trapped dose: {dose*1e14:.3e} pairs/cm^2")
print(f"layer thickness: {thickness/1000:.0f} um")
print(f"interstitial diffusivity: {diffusivity_cm:.1e} cm^2/s")
print(f"straight-rim concentration Cf: {free_cm:.2e} cm^-3")
print(f"implied self-diffusion coefficient: {self_diffusion:.2e} cm^2/s")
print(f"attachment coefficient/diffusivity: {attachment_ratio:.3f}")
print(f"attachment coefficient k: {attachment:.2e} nm^2/s")
print(f"ripening coefficient A: {A:.3f} nm^2/s")
print(f"ripening time 2 R0^2/A: {ripening_time/3600:.2f} h")
print("time h | linear: rms nm, density cm^-2 | full: rms nm, density cm^-2")
for hour in (0, 6, 12, 24):
    seconds = hour*3600
    factor = 1 + seconds/ripening_time
    rms = np.sqrt(m2*factor)*mean0
    full_rms = np.sqrt(np.interp(seconds, full_run[:, 0], full_run[:, 2]))
    fraction = np.interp(seconds, full_run[:, 0], full_run[:, 1]/full_run[0, 1])
    print(f"{hour:2d} | {rms:.1f}, {density0_cm/factor:.3e} | "
          f"{full_rms:.1f}, {density0_cm*fraction:.3e}")
print(f"linear-law final mean radius: {mean_end:.1f} nm")
print(f"linear-law final rms radius: {rms_end:.1f} nm = {10*rms_end:.0f} angstrom")
print(f"growth of mean(R^2), exponential/linear: {exp_ratio:.3f}")
print(f"same, with exponential and logarithm: {full_ratio:.3f}")
print(f"same, exponential, mean radius 100 ell: {large_ratio:.3f}")
print(f"ell/R at initial mean radius: {supersaturation:.3f}")
print(f"ell/R for a {small:.0f} nm loop: {small_ratio:.2f}")
print(f"diffusion/reaction resistance: {diffusion_ratio:.3f}")
print(f"change of ring logarithm during anneal: {100*log_change:.1f} %")
print(f"initial free excess/trapped dose: {100*free_fraction:.2f} %")
print(f"bath screening length: {screening/1000:.1f} um")
print(f"initial projected loop spacing: {spacing/1000:.2f} um")
print(f"initial crowding, loops per volume times R0^3: {packing:.2e}")
print(f"tension change, Reuss instead of Voigt: {100*elastic_change:.1f} %")
print(f"dose drain time at initial rate, open faces: {dose/open_flux:.0f} s")
print(f"face velocity for 1 % loss at initial excess: {cap_velocity:.4f} nm/s")
print("verified")
```

Output:

```
m2 = mean(R^2)/mean(R)^2: 1.10937
smooth-tail d mean(R^2)/dt over A: 0.55469
simulation: largest density-law error: 0.12 %
simulation: largest squared-radius error: 0.01 %
simulation: largest survival difference: 0.0002
power-edge test: kappa 0.20, d mean(R)^2/dt / A 0.4000
Gaussian starts: d mean(R^2)/dt / A at density drops 10-20, 1e19-1e20
  relative spread 0.25: 0.6293, 0.5577
  relative spread 0.02: 0.5811, 0.5574
temperature: 700 K; kT: 0.06032 eV
lattice constant: 0.648 nm
elastic constants C11, C12, C44: 67, 37, 30 GPa
shear modulus: 24.0 GPa; Poisson ratio: 0.282
Burgers vector and core radius: 0.4582 nm
pairs per loop area: 5.500 nm^-2
line tension at initial mean radius: 30.14 eV/nm
capillary length: 90.84 nm
initial mean radius: 500 nm
initial loop density: 5.00e+06 cm^-2
trapped dose: 2.396e+13 pairs/cm^2
layer thickness: 10 um
interstitial diffusivity: 1.0e-07 cm^2/s
straight-rim concentration Cf: 1.50e+15 cm^-3
implied self-diffusion coefficient: 1.02e-14 cm^2/s
attachment coefficient/diffusivity: 0.050
attachment coefficient k: 5.00e+05 nm^2/s
ripening coefficient A: 12.388 nm^2/s
ripening time 2 R0^2/A: 11.21 h
time h | linear: rms nm, density cm^-2 | full: rms nm, density cm^-2
 0 | 526.6, 5.000e+06 | 526.6, 5.000e+06
 6 | 652.5, 3.257e+06 | 661.7, 3.167e+06
12 | 757.8, 2.415e+06 | 771.3, 2.332e+06
24 | 933.3, 1.592e+06 | 953.5, 1.526e+06
linear-law final mean radius: 886.1 nm
linear-law final rms radius: 933.3 nm = 9333 angstrom
growth of mean(R^2), exponential/linear: 1.139
same, with exponential and logarithm: 1.064
same, exponential, mean radius 100 ell: 1.008
ell/R at initial mean radius: 0.182
ell/R for a 20 nm loop: 2.93
diffusion/reaction resistance: 0.072
change of ring logarithm during anneal: 6.3 %
initial free excess/trapped dose: 1.14 %
bath screening length: 35.7 um
initial projected loop spacing: 4.47 um
initial crowding, loops per volume times R0^3: 6.25e-04
tension change, Reuss instead of Voigt: -8.4 %
dose drain time at initial rate, open faces: 220 s
face velocity for 1 % loss at initial excess: 0.0509 nm/s
verified
```
